\section*{Thermal Widths of Pair Distances in a Classical Debye Solid}

\section{The result and its conditions}

In a classical monatomic Debye solid the variance of the distance between two atoms a mean distance $r$ apart is
\begin{equation}
\sigma^2(r)=2\langle u^2\rangle\left[1-\frac{\mathrm{Si}(kr)}{kr}\right],
\qquad
\langle u^2\rangle=\frac{3T}{M\omega_D^2},
\label{eq:main}
\end{equation}
where $\mathrm{Si}(x)=\int_0^x dt\,\sin t/t$. Here $\langle u^2\rangle$ is the mean-square displacement of one atom along one axis, $M$ the atomic mass, $k$ the Debye wavevector and $\omega_D=ck$ the Debye frequency. Atomic units are used in the algebra, and $T$ denotes the thermal energy, with Boltzmann's constant absorbed.

The result sets the thermal width of a peak in the pair distribution function. Independent atoms would give $2\langle u^2\rangle$. The bracket, called $g(x)$ below with $x=kr$, measures how far neighbours move together.

Four conditions are needed. The crystal is harmonic and classical, with one atom per primitive cell; all three acoustic branches have the same speed, $\omega=cq$; the Brillouin zone is replaced by a sphere of equal volume; and displacements are small compared with $r$. If $n$ is the number of atoms per volume, the sphere must hold one wavevector per atom:
\begin{equation}
n=\frac{1}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{6\pi^2}.
\label{eq:count}
\end{equation}

\section{From distance to projection}

Let atoms $i$ and $j$ have mean positions $\mathbf R_i$ and $\mathbf R_j$, with $\mathbf r=\mathbf R_i-\mathbf R_j$ and relative displacement $\mathbf w=\mathbf u_i-\mathbf u_j$. Split $\mathbf w$ into a part $a$ along $\hat{\mathbf r}$ and a perpendicular part of length $b$. The instantaneous distance is
\begin{equation}
\sqrt{(r+a)^2+b^2}=r+a+\frac{b^2}{2r}-\frac{ab^2}{2r^2}+\dots
\end{equation}
To leading order its variance is that of $a$, so
\begin{equation}
\sigma^2(r)=\left\langle[(\mathbf u_i-\mathbf u_j)\cdot\hat{\mathbf r}]^2\right\rangle .
\label{eq:def}
\end{equation}

The size of the next term is needed later. With a single speed, $\mathbf w$ is an isotropic Gaussian vector of variance $\sigma^2$ per axis. Then $\langle b^2\rangle=2\sigma^2$ and $\mathrm{Var}(b^2)=4\sigma^4$. The term $b^2/2r$ adds $4\sigma^4/4r^2=\sigma^4/r^2$ to the variance. The covariance of $a$ with $-ab^2/2r^2$, counted twice, adds $-\sigma^2\langle b^2\rangle/r^2=-2\sigma^4/r^2$. The sum is a relative correction of $-\sigma^2/r^2$.

\section{First derivation: counting modes}

Hold the centre of mass fixed, which leaves out the uniform translation $\mathbf q=0$, and expand the displacements of $N$ atoms in normal modes,
\begin{equation}
\mathbf u_i=\frac{1}{\sqrt{NM}}\sum_{\mathbf q,s}\mathbf e_{\mathbf qs}\,Q_{\mathbf qs}\,e^{i\mathbf q\cdot\mathbf R_i},
\end{equation}
with real orthonormal polarizations $\mathbf e_{\mathbf qs}=\mathbf e_{-\mathbf qs}$ and $Q_{-\mathbf qs}=Q^*_{\mathbf qs}$, which makes $\mathbf u_i$ real. The potential energy is $\frac12\sum\omega_{\mathbf qs}^2|Q_{\mathbf qs}|^2$.

The modes $\mathbf q$ and $-\mathbf q$ share one complex amplitude $Q=\alpha+i\beta$ and together store $\omega^2(\alpha^2+\beta^2)$. The Boltzmann weight $e^{-\omega^2(\alpha^2+\beta^2)/T}$ gives $\langle\alpha^2\rangle=\langle\beta^2\rangle=T/2\omega^2$, hence
\begin{equation}
\langle|Q_{\mathbf qs}|^2\rangle=\frac{T}{\omega_{\mathbf qs}^2},
\end{equation}
while $\langle Q^2\rangle=\langle\alpha^2-\beta^2\rangle=0$, so that no cross terms survive. The difference $\mathbf u_i-\mathbf u_j$ carries the factor $e^{i\mathbf q\cdot\mathbf R_i}-e^{i\mathbf q\cdot\mathbf R_j}$, whose squared modulus is $2(1-\cos\mathbf q\cdot\mathbf r)$. Equation (\ref{eq:def}) becomes
\begin{equation}
\sigma^2=\frac{2T}{NM}\sum_{\mathbf q,s}\frac{(\mathbf e_{\mathbf qs}\cdot\hat{\mathbf r})^2}{\omega_{\mathbf qs}^2}\,(1-\cos\mathbf q\cdot\mathbf r).
\label{eq:modes}
\end{equation}
The same sum without $2(1-\cos\mathbf q\cdot\mathbf r)$ is the one-atom quantity $\langle u^2\rangle$.

With one speed, $\omega_{\mathbf qs}=cq$ leaves the sum over $s$, and completeness gives $\sum_s(\mathbf e_{\mathbf qs}\cdot\hat{\mathbf r})^2=1$. By (\ref{eq:count}) the average over wavevectors is an average over the sphere,
\begin{equation}
\frac1N\sum_{\mathbf q}\;\to\;\frac{3}{4\pi k^3}\int_{q<k}d^3q .
\end{equation}
The one-atom value follows at once:
\begin{equation}
\langle u^2\rangle=\frac{T}{Mc^2}\,\frac{3}{k^3}\int_0^k q^2\,\frac{dq}{q^2}=\frac{3T}{Mc^2k^2}=\frac{3T}{M\omega_D^2}.
\end{equation}
For the pair, the angular average with $\mu=\hat{\mathbf q}\cdot\hat{\mathbf r}$ is
\begin{equation}
\frac12\int_{-1}^{1}d\mu\,\cos(qr\mu)=\frac{\sin qr}{qr}.
\end{equation}
The $q^2$ of the volume element again cancels the $1/q^2$ of equipartition, and
\begin{align}
\sigma^2&=\frac{2T}{Mc^2}\,\frac{3}{k^3}\int_0^k dq\left[1-\frac{\sin qr}{qr}\right]\\
&=\frac{6T}{Mc^2k^3}\left[k-\frac{\mathrm{Si}(kr)}{r}\right]
=2\langle u^2\rangle\left[1-\frac{\mathrm{Si}(kr)}{kr}\right].
\end{align}
The second line uses $t=qr$ in the integral. This is (\ref{eq:main}).

\section{Second derivation: pulling two atoms apart}

The same variance can be found from a static problem in real space. Let $X=(\mathbf u_i-\mathbf u_j)\cdot\hat{\mathbf r}$ and add $-fX$ to the potential energy $U$. This applies a force $f\hat{\mathbf r}$ to atom $i$ and $-f\hat{\mathbf r}$ to atom $j$. Differentiating the average of $X$ with weight $e^{-(U-fX)/T}$ gives
\begin{equation}
\left.\frac{d\langle X\rangle_f}{df}\right|_{f=0}=\frac{\langle X^2\rangle-\langle X\rangle^2}{T}=\frac{\sigma^2}{T},
\label{eq:fdt}
\end{equation}
because $\langle X\rangle=0$ without the force. The variance is $T$ times the compliance of the pair. For harmonic $U$ the weight is Gaussian, so $\langle X\rangle_f$ is the value of $X$ at mechanical equilibrium.

Describe the solid by a displacement field $\mathbf u(\mathbf R)$ that contains no wavevector beyond $k$, with mass density $\rho=Mn$ and energy
\begin{equation}
U=\frac{\rho c^2}{2}\int d^3R\,\sum_{\alpha\beta}(\partial_\alpha u_\beta)^2 .
\end{equation}
Its equation of motion, $\ddot{\mathbf u}=c^2\nabla^2\mathbf u$, gives every polarization the speed $c$. Under a force $\mathbf F$ at the origin, equilibrium requires, for every allowed variation $\mathbf v$,
\begin{equation}
-\rho c^2\int d^3R\;\mathbf v\cdot\nabla^2\mathbf u=\mathbf F\cdot\mathbf v(0).
\end{equation}
Since $\mathbf v$ has no components beyond $k$, the point force acts as a smeared one, $-\rho c^2\nabla^2\mathbf u=\mathbf F\,\delta_k$, where
\begin{align}
\delta_k(s)&=\int_{q<k}\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf s}
=\frac{1}{2\pi^2 s}\int_0^k dq\,q\sin qs\\
&=\frac{\sin ks-ks\cos ks}{2\pi^2s^3}.
\end{align}

Write $\mathbf u=\mathbf F\,G(r)$. Then $G$ obeys Poisson's equation with source $\delta_k/\rho c^2$, and Gauss's theorem solves it. The force enclosed within radius $r$, in units of $\mathbf F$, is
\begin{align}
P(r)&=\int_0^r4\pi s^2\delta_k(s)\,ds=\frac2\pi\int_0^r\left[\frac{\sin ks}{s}-k\cos ks\right]ds\\
&=\frac2\pi\left[\mathrm{Si}(kr)-\sin kr\right],
\label{eq:enclosed}
\end{align}
and the flux through the sphere fixes the slope, $G'(r)=-P(r)/(4\pi\rho c^2r^2)$. The sharp cutoff keeps $P$ oscillating about 1 at large $r$, between about $1-2/\pi$ and $1+2/\pi$, but the factor $1/r^2$ still makes the slope die away. Because
\begin{equation}
\frac{d}{dr}\,\frac{\mathrm{Si}(kr)}{r}=\frac{\sin kr-\mathrm{Si}(kr)}{r^2},
\end{equation}
the solution that vanishes far away is
\begin{equation}
G(r)=\frac{1}{2\pi^2\rho c^2}\,\frac{\mathrm{Si}(kr)}{r},
\qquad
G(0)=\frac{k}{2\pi^2\rho c^2}.
\label{eq:green}
\end{equation}
The value at the origin uses $\mathrm{Si}(x)\to x$.

Atom $i$ moves by $f[G(0)-G(r)]$ along $\hat{\mathbf r}$, the first term from its own force and the second from the opposite force on $j$. Atom $j$ moves by the negative of this. Thus $X=2f[G(0)-G(r)]$, and (\ref{eq:fdt}) gives
\begin{equation}
\sigma^2=2T[G(0)-G(r)]=2TG(0)\left[1-\frac{\mathrm{Si}(kr)}{kr}\right].
\end{equation}
A force on one atom alone gives in the same way $\langle u^2\rangle=TG(0)$. With $\rho=Mk^3/6\pi^2$ this is $3T/Mc^2k^2$, as before.

\section{Near and far pairs}

For small $x$, $\mathrm{Si}(x)=x-x^3/18+\dots$, so $g\to x^2/18$ and $\sigma^2\propto r^2$: two nearby points of the field separate by a strain times their distance. In a crystal this limit is formal, since the nearest neighbours already lie at $x$ of about 4 (section 7).

For large $x$, $\mathrm{Si}(x)\to\pi/2$ and
\begin{equation}
\sigma^2\simeq2\langle u^2\rangle\left[1-\frac{\pi}{2kr}\right]=2\langle u^2\rangle-\frac{T}{2\pi\rho c^2r}.
\end{equation}
The approach to independent motion is slow, as $1/r$. The last term contains the stiffness $\rho c^2$ but not the cutoff. It is the Coulomb-like tail of the response to a point force.

Between these limits the width grows steadily, because
\begin{equation}
g'(x)=\frac{\mathrm{Si}(x)-\sin x}{x^2}>0 .
\end{equation}
The numerator is the enclosed force (\ref{eq:enclosed}) up to a factor. For $0<x\le\pi$ it is the integral of $(\sin t-t\cos t)/t$, which is positive because $\sin t-t\cos t$ starts at zero and has derivative $t\sin t$. For $x\ge\pi$ the lowest value of $\mathrm{Si}$ is $\mathrm{Si}(2\pi)\approx1.42$, which exceeds any sine.

\section{What each derivation assumes}

Both derivations use the harmonic energy, classical statistics, one speed and a spherical cutoff. They use them in different places, and therefore extend in different directions.

\textbf{Statistics.} The first derivation needs the mean energy of each mode. Quantum statistics are admitted by replacing $T/\omega^2$ with $\coth(\omega/2T)/2\omega=(T/\omega^2)[1+\omega^2/12T^2+\dots]$. The extra $\omega^2$ puts a weight $y^2$, $y=q/k$, into the radial integral:
\begin{equation}
A(x)=\int_0^1dy\,y^2\left[1-\frac{\sin xy}{xy}\right]=\frac13-\frac{\sin x-x\cos x}{x^3}.
\end{equation}
The variance then rises by the relative amount $(\omega_D/T)^2A/12g$ to leading order. The central identity (\ref{eq:fdt}) of the second derivation equates a fluctuation with a static compliance, which is a classical statement. For a harmonic solid the quantum variance is $T$ times a sum of such compliances over all integers $n$, each found with every atom also tied to its site by a spring of constant $M(2\pi nT)^2$. The classical result is the term $n=0$. That term needs no frequencies: at fixed stiffness $\rho c^2$ and fixed $k$, the mass drops out. Identity (\ref{eq:fdt}) also survives anharmonic forces if $\sigma^2$ is read as $\langle X^2\rangle-\langle X\rangle^2$, since $\langle X\rangle$ then need not vanish; the solution (\ref{eq:green}) does not survive.

\textbf{One speed.} In the first derivation this assumption removes the polarizations; in the second it reduces elasticity to Poisson's equation. It is a strong assumption. An isotropic solid with longitudinal and transverse speeds $c_L$ and $c_T$ has bulk modulus $\rho(c_L^2-\frac43c_T^2)$, which is negative for $c_L=c_T$. No isotropic solid that is stable against uniform compression meets it.

The mode sum handles two speeds directly. Longitudinal modes enter (\ref{eq:modes}) with weight $\mu^2$ and transverse modes with $1-\mu^2$. The longitudinal integral is
\begin{align}
\int_0^1\!d\mu\,\mu^2\!\int_0^1\!dy\,[1-\cos(xy\mu)]
&=\frac13-\frac1x\int_0^1d\mu\,\mu\sin x\mu\\
&=A(x),
\end{align}
the same function as above. The two weights add to one, so the transverse integral is $g-A$. With a common cutoff,
\begin{equation}
\sigma^2=\frac{6T}{Mk^2}\left[\frac{A}{c_L^2}+\frac{g-A}{c_T^2}\right],
\quad
\langle u^2\rangle=\frac{T}{Mk^2}\left[\frac1{c_L^2}+\frac2{c_T^2}\right].
\label{eq:two}
\end{equation}
For $c_L=c_T$ this returns (\ref{eq:main}).

\textbf{The sphere.} In the first derivation the sphere replaces an average over the true zone. In the second it limits the sharpness of the displacement field, and the form $1-\mathrm{Si}(kr)/kr$ follows for any value of the cutoff. The atomic density enters when (\ref{eq:count}) fixes $k$.

\section{Pair widths in nickel at 600 K}

Take rough typical values for fcc nickel: lattice constant $a=3.52$ Å, Debye energy 0.035 eV and mass 58.69 u. With four atoms per cubic cell,
\begin{equation}
k=\frac{(24\pi^2)^{1/3}}{3.52\ \text{Å}}=1.758\ \text{Å}^{-1}.
\end{equation}
At 600 K, $\omega_D/T=0.677$. In atomic units $M\omega_D=58.69\times1822.9\times0.035/27.211=137.6$. Writing $\langle u^2\rangle=3/[(\omega_D/T)M\omega_D]$ and converting with 1 bohr $=0.5292$ Å,
\begin{equation}
\langle u^2\rangle=\frac{3\times(0.5292)^2}{0.677\times137.6}\ \text{Å}^2=0.00902\ \text{Å}^2 .
\end{equation}
Nearest neighbours are $a/\sqrt2=2.489$ Å apart, so $x=4.375$ and
\begin{equation}
g=1-\frac{1.6812}{4.375}=0.616,\qquad \sigma^2=2(0.00902)(0.616)=0.0111\ \text{Å}^2,
\end{equation}
or 0.0397 bohr$^2$. The width is $\sigma=0.105$ Å, against 0.134 Å for independent atoms. Other shells follow in the same way:

\begin{center}
\begin{tabular}{ccccc}
shell & $r$ (Å) & $kr$ & $g$ & $\sigma$ (Å)\\
1 & 2.489 & 4.375 & 0.616 & 0.105\\
2 & 3.520 & 6.187 & 0.771 & 0.118\\
3 & 4.311 & 7.578 & 0.799 & 0.120\\
4 & 4.978 & 8.750 & 0.811 & 0.121\\
far & 17.600 & 30.937 & 0.950 & 0.131
\end{tabular}
\end{center}

The sharpening is strongest in the first shell, where 38\% of the independent-atom variance is missing. It fades slowly: 19\% is missing in the fourth shell and 5\% at 17.6 Å. The tail formula gives $g=0.949$ there.

As a test of the integrals, (\ref{eq:modes}) was summed over the discrete wavevectors of a periodic box, in a sphere 36 grid spacings in radius, at $x=1.5$, 4.375 and 9. The largest relative deviation was $1.2\times10^{-4}$ from (\ref{eq:main}) and, for $c_T/c_L=0.5$, $1.6\times10^{-4}$ from (\ref{eq:two}).

The neglected effects can be sized for the first shell, each relative to the classical Debye variance at the same temperature. Quantum statistics add 2.0\% at 600 K and 8.0\% at 300 K. Using the distance itself instead of its projection changes the variance by $-0.2\%$. If 0.035 eV is taken as the value at 300 K, a rough linear expansion of $1.4\times10^{-5}$ K$^{-1}$ and a Grüneisen parameter of 2 soften the modes by 600 K. Frequencies scale as volume to the power $-2$, $kr$ is unchanged, and the variance grows by $(1.0042)^{12}-1=5.2\%$.

Unequal speeds matter more. For a rough $c_T/c_L=0.5$, and $\langle u^2\rangle$ held fixed, the factor falls from 0.616 to 0.494, or by 20\%. Equation (\ref{eq:two}) shows why. The factor is a mean of $3A=0.98$ for longitudinal modes and $\frac32(g-A)=0.43$ for transverse ones, weighted by their shares of $\langle u^2\rangle$. Equal speeds give weights $1/3$ and $2/3$; the slower transverse waves change them to $1/9$ and $8/9$.

A crystal has dispersion and a polyhedral zone as well. For an fcc crystal with nearest-neighbour springs, at equal $\langle u^2\rangle$, the factors for shells 1 to 4 are 0.595, 0.825, 0.784 and 0.789; refining the wavevector mesh lowers them by up to $2\times10^{-4}$. They differ from the Debye values by about $-3.3$, $+7.1$, $-1.9$ and $-2.8\%$, the last digit being uncertain by one unit. The two-speed shift is therefore no guide to the total error in this crystal. Its long-wave elastic limit, integrated over the true zone, gives a first-shell factor of 0.495, close to the two-speed value; dispersion raises this to 0.595 and so cancels most of the drop. The second shell is also broader than the third and fourth, so the steady growth of $\sigma$ belongs to the isotropic model and need not hold in a crystal.

For real nickel the inputs are of typical size, but the Debye energy is uncertain at the level of perhaps 10\%, and since $\sigma^2\propto\omega_D^{-2}$ this alone moves the variance by about 20\%. The first-shell width is thus better read as roughly 0.1 Å. Real nickel breaks the one-speed assumption and has forces beyond nearest neighbours, so the spring crystal indicates the size of the error without predicting it. A measured peak also contains instrumental broadening and any static disorder, which must be separated before its width is compared with (\ref{eq:main}). The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical values, fcc nickel)
lattice constant: 3.52 angstrom
Debye energy: 0.035 eV
atomic mass: 58.69 u
temperature: 600 K
DEBYE MODEL
Debye energy / thermal energy: 0.677
Debye wavevector: 1.7578 1/angstrom
one-axis mean-square displacement: 0.00902 angstrom^2
uncorrelated pair variance: 0.01804 angstrom^2
uncorrelated pair width: 0.1343 angstrom
Si(kD r), nearest neighbours: 1.6812
shell 1: r = 2.489 angstrom, kD r = 4.375
  factor 0.6157, variance 0.01111 angstrom^2, width 0.1054 angstrom
shell 2: r = 3.520 angstrom, kD r = 6.187
  factor 0.7707, variance 0.01390 angstrom^2, width 0.1179 angstrom
shell 3: r = 4.311 angstrom, kD r = 7.578
  factor 0.7994, variance 0.01442 angstrom^2, width 0.1201 angstrom
shell 4: r = 4.978 angstrom, kD r = 8.750
  factor 0.8114, variance 0.01464 angstrom^2, width 0.1210 angstrom
shell far: r = 17.600 angstrom, kD r = 30.937
  factor 0.9501, variance 0.01714 angstrom^2, width 0.1309 angstrom
nearest-neighbour variance: 0.03966 bohr^2
far-shell factor from 1 - pi/(2x): 0.9492
CHECK BY EXPLICIT MODE SUMS
nearest-neighbour factor from mode sum: 0.6157
largest relative deviation, one speed: 1.2e-04
largest relative deviation, two speeds: 1.6e-04
NEGLECTED EFFECTS, nearest-neighbour variance
quantum statistics at 600 K: +2.02 %
  leading-order estimate: +2.03 %
quantum statistics at 300 K: +7.96 %
transverse/longitudinal speed (rough): 0.50
two-speed factor at equal u2: 0.4937
  change from one speed: -19.8 %
spring-crystal factor, shell 1: 0.5955 (-3.3 % from Debye)
spring-crystal factor, shell 2: 0.8253 (+7.1 % from Debye)
spring-crystal factor, shell 3: 0.7839 (-1.9 % from Debye)
spring-crystal factor, shell 4: 0.7892 (-2.7 % from Debye)
linear expansion (rough): 1.4e-05 1/K
Grueneisen parameter (rough): 2.0
softening from 300 K to 600 K: +5.2 %
distance instead of projection: -0.18 %
\end{verbatim}
